Equal-area condition for coexistence in an S-shaped current filament

**The situation**

A thin film between two metal electrodes conducts poorly until the voltage reaches a threshold. If a series resistor lets the voltage fall as the current grows, part of its cross-section can then stay hot and conducting while the rest stays cold. Both parts touch the same electrodes, so they share one voltage, although their current densities may differ by a large factor. Local physics allows both states over a whole interval of fields. What decides the field at which they sit side by side, with the wall between them at rest?

Let y be the coordinate across the current and z the coordinate along it. The film has thickness d, the voltage is V, and the conductivity σ does not vary along z. A potential linear in z then satisfies both electrode conditions and gives a current density σ(y)E along z, which has no divergence. The field is therefore

E = V/d, the same at every y.

The current density varies across the wall; the field does not.

**First case: diffusion written for the current density**

Let E_s(j) be the field of a uniform film carrying current density j. For an S-shaped characteristic it rises, falls and rises again, so a field in the intermediate window meets it at j1 < j2 < j3. The simplest closure with lateral coupling is

Λ j″ + E − E_s(j) = 0, Λ constant,

where a prime means d/dy. Multiply by j′. Since j″j′ = (½j′²)′, integration across the wall gives

[½Λj′²] + ∫ (E − E_s(j)) dj = 0.

The bracket vanishes because j is flat deep inside both regions. Hence

∫_{j1}^{j3} (E − E_s(j)) dj = 0.

The horizontal line at height E cuts two equal areas from the characteristic in the j–E plane.

A cubic characteristic lets us see the wall itself. Put u = j − j_m and E_s = E_m − au + bu³ with a, b > 0. At E = E_m the uniform states are u = 0 and u = ±u_s, with u_s² = a/b. The first integral, with its constant fixed by u′ = 0 at u = ±u_s, is

½Λu′² = (b/4)(u_s² − u²)².

Taking the rising root and integrating,

u = u_s tanh[y √(a/(2Λ))].

Now displace the field to E_m + ε. The end points move, but the integrand vanishes there, so to first order the area is 2εu_s. It is not zero, and a resting wall is lost as soon as the field leaves E_m.

This case rests on a strong assumption: diffusion acts on j itself, with a constant coefficient, and the driving term is E − E_s(j). In a real film something else diffuses, and the current density follows from it.

**Second case: heat diffuses**

Let the diffusing quantity be the temperature T(y,t). Each electrode stays at T0 and receives a heat flux G(T − T0). Averaging the heat balance over the thickness gives

C ∂T/∂t = ∂_y(κ ∂_yT) + f(T,E),

f(T,E) = σ(T)E² − h(T − T0), h = 2G/d.

Here C is the heat capacity per volume and κ(T) the thermal conductivity. The factor 2 counts the electrodes. The average is justified when T hardly varies along z. For uniform heating q, the surface balance is qd/2 = G(T_surface − T0), while the drop from mid-plane to surface is qd²/(8κ). Their ratio gives the condition Gd/(4κ) ≪ 1.

A uniform stationary film has f = 0, so

E_s(T)² = h(T − T0)/σ(T), j_s(T) = σ(T)E_s(T).

This allows the source to be written as

f = σ(T)[E² − E_s(T)²].

Suppose E_s(T) rises to a threshold value E_th, falls to a holding value E_h, and rises again. For E_h < E < E_th there are three roots T1 < T2 < T3. Between T1 and T2 the static field exceeds E, so f < 0; between T2 and T3 it lies below E, so f > 0. Consequently ∂f/∂T is negative at T1 and T3 and positive at T2. At fixed field the outer two states resist a uniform temperature disturbance and the middle one does not.

If σ increases with T, then j_s² = hσ(T − T0) also increases with T. Each current density belongs to one temperature, and the plot of j_s against E_s has the S shape.

**The resting wall**

Because κ may depend on T, use the variable Θ defined by dΘ = κ dT. Then κT′ = Θ′, and the stationary equation is

Θ″ + f = 0.

Multiply by Θ′. The first term is (½Θ′²)′ and the second is fκT′. Integrating from the cold bulk, where Θ′ = 0, up to temperature T gives

½Θ′² = U(T), U(T) = −∫_{T1}^{T} κ(s) f(s,E) ds.

The heat flux must also vanish in the hot bulk. This requires U(T3) = 0, or

A(E) ≡ ∫_{T1}^{T3} κ(T) f(T,E) dT = 0.

This is the coexistence condition, and its solution is E_co. It is sufficient as well as necessary. From T1 to T2 the integrand κf is negative, so U grows from zero; from T2 to T3 it falls back to zero. Thus U > 0 between the end states, and Θ′ = −√(2U) can be integrated to give a wall with the hot side on the left. Near either end state, U is quadratic in the temperature difference, so the temperature approaches its bulk value exponentially, with decay length √(κ/|∂f/∂T|). A region counts as wide if it extends over many such lengths.

To see the areas, insert the factorized source and define dW = κσ dT:

∫_{W1}^{W3} [E_co² − E_s²] dW = 0.

The two lobes are equal in the plane of E² against W. Here W serves as a horizontal coordinate that gives every temperature interval its proper weight. The condition can also be arranged as

E_co² = h ∫κ(T − T0)dT / ∫κσ dT,

with both integrals from T1 to T3. This is still an implicit equation, because T1 and T3 depend on E_co.

**Is there one such field?**

At E = E_h the states T2 and T3 merge. The source is then nowhere positive between T1 and T3, so A(E_h) < 0. At E = E_th the states T1 and T2 merge, the source is nowhere negative, and A(E_th) > 0. In between, differentiate A. The moving end points contribute nothing because f vanishes at both, leaving

dA/dE = 2E ∫_{T1}^{T3} κσ dT > 0.

A therefore crosses zero once. For this model, with its three-root window, the coexistence field exists and is unique.

**A limit solved by hand: a conductivity step**

Let κ be constant, and let σ jump from σ_c to σ_h > σ_c at T = T*. Write Δ = T* − T0. The bulk temperatures follow from f = 0:

T1 − T0 = σ_cE²/h, T3 − T0 = σ_hE²/h.

Below the step f = h(T1 − T), and above it f = h(T3 − T). The area condition becomes

−½h(T* − T1)² + ½h(T3 − T*)² = 0.

Both distances are positive, so T* = ½(T1 + T3). Substituting the bulk temperatures,

E_co² = 2hΔ/(σ_c + σ_h).

The cold state ends when T1 reaches T*, and the hot state ends when T3 falls to T*:

E_th² = hΔ/σ_c, E_h² = hΔ/σ_h.

Thus E_co² is the harmonic mean of E_th² and E_h². For a large conductivity step it tends to 2E_h², so the coexistence field approaches √2 times the holding field, however high the threshold. If σ_h → σ_c, all three fields merge and the coexistence window closes.

**When the j–E areas mislead**

In the heat model, changing variable from T to j_s turns the condition into

∫ w (E − E_s) dj_s = 0, w = κσ(E + E_s) dT/dj_s.

A constant w would restore the rule of the first case, but nothing in the heat balance makes it constant.

The step model shows the consequence. Regard the jump as the limit of a steep smooth rise. Its static curve then has three pieces: E_s = j/σ_c, the arc jE_s = hΔ at T = T*, and E_s = j/σ_h. The arc runs from j = σ_cE_th to j = σ_hE_h, whose ratio is √(σ_h/σ_c). Integrating the pieces between j1 = σ_cE and j3 = σ_hE gives

∫E_s dj = ½σ_c(E_th² − E²) + ½hΔ ln(σ_h/σ_c) + ½σ_h(E² − E_h²).

The terms in E_th² and E_h² cancel, since σ_cE_th² = σ_hE_h² = hΔ. Equal areas in the j–E plane would require this integral to equal E(j3 − j1) = (σ_h − σ_c)E². The field so obtained, called E_jE, obeys

E_jE² = hΔ ln(σ_h/σ_c)/(σ_h − σ_c).

With s = σ_h/σ_c, its ratio to the correct result is

E_jE²/E_co² = ½ [(s + 1)/(s − 1)] ln s.

Put x = (s − 1)/(s + 1). Since ln s = 2(x + x³/3 + x⁵/5 + …), the ratio is 1 + x²/3 + x⁴/5 + …, which exceeds 1 for every s > 1. The literal rule is recovered for a weak step and overestimates the field for a strong one.

The same argument covers another diffusing variable a, such as a carrier density, if its stationary equation is (D(a)a′)′ + f(a,E) = 0 with the same sign pattern. The condition is then ∫D f da = 0. With several coupled variables, multiplying by one gradient no longer makes every term a total derivative. A first integral survives if the sources are derivatives of one common potential, since each equation can then be multiplied by its own gradient and the results added; without such a potential this derivation stops.

**A smooth numerical case**

Take a thermally activated conductivity in series with a saturation term:

1/σ = exp(E_a/(k_BT))/σ0 + 1/σ_m, κ = κ0T/T0.

The parameters are round model values: T0 = 300 K, E_a = 0.30 eV, σ0 = 10⁵ S/m, σ_m = 100 S/m, κ0 = 1 W/(m K), G = 2×10⁶ W/(m² K), d = 40 nm and C = 2×10⁶ J/(m³ K). Then

h = 2(2×10⁶)/(40×10⁻⁹) = 10¹⁴ W/(m³ K).

Since Gd/(2κ0) = 0.04, the estimated mid-plane to surface drop is about 2 % of the surface temperature rise. Treating T as uniform along z is reasonable, but not exact. The mean temperature exceeds the surface value by qd²/(12κ), which reduces the effective h by the fraction Gd/(6κ), at most about 1.3 % here, and so lowers the fields by a few tenths of a per cent. The digits quoted below belong to the thickness-averaged model.

The characteristic turns at E_th = 34.32 V/µm and E_h = 19.75 V/µm. The area condition gives

E_co = 20.73 V/µm, or 0.829 V across the film.

The bulk temperatures are T1 = 304.6 K and T3 = 659.3 K, with the middle root at 483.1 K. The corresponding current densities are 2.23 and 173.3 kA/cm². The lobes below and above the middle root are −5.828×10¹⁷ and +5.828×10¹⁷ W²/m⁴.

Coexistence lies about 5 % above the holding field and about 40 % below the threshold. Switching on from a uniform cold film and maintaining a broad filament are therefore governed by different fields.

Unweighted areas in the j–E plane give 22.85 V/µm, which is 10.2 % above E_co. Keeping f but dropping κ gives 20.95 V/µm, about 1 % too high. The weights are part of the condition.

The first integral also describes the wall. Its heat flux is greatest at T2, where U has its maximum, equal to the magnitude of the cold lobe:

|Θ′|_max = √(2 × 5.828×10¹⁷) = 1.080×10⁹ W/m².

At T2, κ = 483.1/300 = 1.61 W/(m K), so the temperature gradient is about 0.67 K/nm. At that gradient, the middle 80 % of the temperature difference, 284 K, would take about 420 nm. The steepest gradient lies slightly below T2, because κ is smaller there, but it is only a few per cent larger. Toward both bulk states the gradient falls to zero, so the true width is well above this estimate, and integrating dy = κ dT/√(2U) in magnitude gives a 10–90 % width of 613 nm. The scale √(κ0/h) = 100 nm is a dimensional estimate, not the wall width.

**Off coexistence the wall moves**

Place the hot region on the left and seek T(y − vt), so that v > 0 means hot growth. The heat equation becomes

−vCT′ = Θ″ + f.

Multiply by Θ′ = κT′ and integrate over the wall. The flux term vanishes at both ends. The source term runs from T3 to T1 and equals −A. Therefore

v = A(E)/∫CκT′² dy.

The denominator is positive, so the sign of v is that of E − E_co. At the coexistence field the wall stops, which recovers the stationary condition.

As a test, the time-dependent heat equation was solved on a grid and the wall speed was read from its displacement. The formula needs the profile of the moving wall, so its denominator was evaluated with the computed temperature profile, while A(E) came from the integral over T. At 20.32 V/µm the wall moved at −1.086 m/s; at 21.77 V/µm it moved at +1.938 m/s. The formula agrees with both speeds to the digits given here.

A cold film at a field between E_co and E_th is thus metastable: it survives small uniform disturbances, but a wide hot region already present, bounded by a flat wall, will expand into it. A round hot region must also exceed a critical radius, as shown below.

**Why a circuit finds this field**

Put a resistor R_L in series with a strip of depth b, and neglect capacitance. The supply voltage is V0 = Ed + R_LI, where I = Eb∫σ dy, so

E = V0/(d + R_Lb∫σ dy).

If E > E_co, the hot region grows, the integral rises and E falls. If E < E_co, the reverse happens. For wall motion slow enough that the bulk states follow the field, the resistor drives E toward E_co. At rest,

I = (V0 − E_co d)/R_L.

Raising the supply then widens the filament instead of raising its field. While the wall stays far from the edges its own contribution to the current is constant. Shifting it by δy replaces cold material by hot material, giving

δI = b(j3 − j1)δy.

For a strip 4000 nm wide and 100 nm deep with R_L = 2500 Ω, the first supply setting gives

I = (1.7 − 0.8293)/2500 = 0.3483 mA.

At 2.0 V the current is 0.4683 mA. The difference is 0.1200 mA. With j3 − j1 = 171.05 kA/cm² = 1.7105×10⁹ A/m²,

δy = 1.200×10⁻⁴/(10⁻⁷ × 1.7105×10⁹) = 7.015×10⁻⁷ m = 701.5 nm.

In the time-dependent solution, the field settled at 20.7332 V/µm for both supplies, while the hot width went from 2012.2 to 2713.7 nm. That calculation imposes no area condition; it evolves the heat balance and the circuit equation. Its field agrees with E_co and excludes both incorrectly weighted values.

The argument needs room for both bulk states. If the supply asks for almost no hot width, or for nearly the whole strip, the wall meets an edge and the flat, isolated solution no longer applies. A parallel capacitance would make the field lag behind the wall, a case not covered by this stability argument.

**A round filament**

A filament in an extended film has a curved wall. Its stationary equation is

(1/r)(rΘ′)′ + f = Θ″ + Θ′/r + f = 0,

where the prime now means d/dr. Multiply by Θ′ and integrate from the centre, where Θ′ = 0, to the cold surroundings:

∫Θ′²/r dr = ∫_{T1}^{T(0)} κf dT.

For a filament with a broad hot core, T(0) is very close to T3, and the right side becomes A(E). The left side is positive, so a round hot filament needs a field above E_co. Heat leaving through the curved wall spreads into a larger surrounding area, and extra Joule heating must compensate.

Let the radius R be much larger than the wall thickness. Then 1/r ≈ 1/R inside the wall, and A(E) ≈ (E − E_co)dA/dE. To leading order,

E − E_co ≈ S/(R dA/dE),

S = ∫Θ′² dy = ∫_{T1}^{T3} κ√(2U) dT.

The flat-wall result returns as R → ∞. With S = 3.942×10¹¹ W²/m³, dA/dE = 1.1195×10¹² W²/(m³ V) and R = 2990 nm,

E − E_co ≈ 3.942×10¹¹/(2.990×10⁻⁶ × 1.1195×10¹²) = 1.18×10⁵ V/m = 0.118 V/µm.

The evolved round filament has an excess of 0.123 V/µm. The leading-order law is about 4 % low relative to that excess, and the excess itself is about 0.6 % of E_co. Here R is where the temperature crosses midway between T1 and T3; another choice inside the wall would alter the next order in wall thickness over radius.

Curvature also changes stability. At fixed voltage, a slightly enlarged round filament needs less field than it receives, so it continues to grow; a slightly reduced one continues to shrink. A series resistor can hold it if, as R increases, the available field falls faster than the required field.

**What the result covers**

The derivation uses one diffusing variable, a common field and walls thin compared with the regions they separate. The numerical case leaves out field-enhanced electronic conduction, melting and crystallization. A conductivity depending on both T and E still fits the flat-wall condition ∫κf dT = 0 if the three-root sign pattern remains, but the factorization into E² and W does not carry over as written. The numerical output below gives the fields, wall properties and comparisons for this model.

Table of computed values

```
electrode temperature T0 = 300 K
activation energy = 0.30 eV
sigma_0 = 1.0e+05 S/m, sigma_m = 100 S/m
kappa_0 = 1.0 W/(m K), C = 2.0e+06 J/(m^3 K)
G = 2.0e+06 W/(m^2 K), thickness d = 40 nm
h = 2G/d = 1.00e+14 W/(m^3 K), tau = C/h = 20.0 ns
G d/(2 kappa_0) = 0.040
length sqrt(kappa_0/h) = 100.0 nm
holding point: E_h = 19.752 V/um at T = 554.8 K
threshold point: E_th = 34.324 V/um at T = 332.7 K
A(E_h) = -8.170e+17 W^2/m^4
A(E_th) = 1.127e+20 W^2/m^4
coexistence field E_co = 20.7332 V/um
coexistence voltage E_co d = 0.8293 V
T1, T2, T3 = 304.63, 483.12, 659.28 K
sigma(T1), sigma(T3) = 1.077, 83.58 S/m
j1, j3 = 2.232, 173.28 kA/cm^2
cold lobe = -5.8283e+17 W^2/m^4
hot lobe = 5.8283e+17 W^2/m^4
dA/dE at E_co = 1.1195e+12 W^2/(m^3 V)
dA/dE by differences = 1.1195e+12 W^2/(m^3 V)
field from unweighted j-E areas = 22.8529 V/um
its relative error = 10.22 %
field with kappa omitted = 20.9537 V/um
maximum wall heat flux = 1.0797e+09 W/m^2
same from evolution = 1.0797e+09 W/m^2
10-90 % wall width = 613.3 nm
same from evolution = 613.4 nm
strip: width 4000 nm, depth 100 nm
series resistor = 2500 ohm
supply 1.7 V: evolved field = 20.7332 V/um
  current = 0.3483 mA, hot width = 2012.2 nm
supply 2.0 V: evolved field = 20.7332 V/um
  current = 0.4683 mA, hot width = 2713.7 nm
wall shift = 701.5 nm, lever rule = 701.5 nm
E = 20.319 V/um: speed -1.0858, formula -1.0859 m/s
E = 21.770 V/um: speed 1.9382, formula 1.9384 m/s
round filament: supply 1.7 V, resistor 17.5 ohm
  radius = 2990 nm, field = 20.8565 V/um
  A(E) = 1.4219e+17 W^2/m^4
  curvature integral = 1.4221e+17 W^2/m^4
  S = 3.9415e+11 W^2/m^3
  field excess = 0.1232 V/um, law 0.1177 V/um
```
